**Pion-loop contribution to the muon moment: pointlike limit and rho multiplier**

For muon mass $m$ and pion mass $M$, a pointlike charged-pion loop gives $a\to(1/360)(m/M)^2(\alpha/\pi)^2$ when $m\ll M$. A form factor $F(s)$, with $s$ the squared energy of the pion pair, enters as $|F(s)|^2$ under the dispersion integral. The program asserts the massive-photon vertex algebra with explicit Dirac matrices and the pion polarization with a subtracted Euclidean loop integral. It also asserts that the dispersive and spacelike forms of the moment agree, and that the heavy limit and its first correction emerge from the spacelike form. Inverting the photon–rho matrix confirms the factor $|F|^2$ in the cut, and quadrature confirms the narrow-rho and heavy-rho limits. For $M=140$ MeV, a rho mass of 770 MeV and a width of 150 MeV, the output shows a pointlike moment of $7.04\times10^{-9}$, which is 0.825 of the heavy limit. The rho multiplies the pointlike moment by 5.19 and gives $3.65\times10^{-8}$ in this model.

## Numerical check

```python
"""Muon anomalous moment from a charged-pion loop in the photon line.
Result under test: a -> (1/360) (m/M)^2 (alpha/pi)^2 for m << M (pointlike pion),
and a pion form factor F(s) enters as |F(s)|^2 under the dispersion integral.
m: muon mass, M: pion mass, s: squared energy of the pion pair,
beta = sqrt(1 - 4M^2/s), r = m^2/s, t = ln(s/4M^2), u_rho = 4M^2/M_rho^2,
gamma = Gamma/(M_rho beta_rho^3) with rho mass M_rho and width Gamma.
"""
import numpy as np
from scipy import constants as const

alpha = const.fine_structure
m_mu = const.physical_constants['muon mass energy equivalent in MeV'][0]
loop2 = (alpha / np.pi) ** 2


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def panel_grid(edges, n=40):
    parts = [gauss(a, b, n) for a, b in zip(edges[:-1], edges[1:])]
    return (np.concatenate([p[0] for p in parts]),
            np.concatenate([p[1] for p in parts]))


# Nodes in y = 1 - x = w^4 resolve the boundary layer at x = 1.
w_node, w_weight = gauss(0.0, 1.0, 140)
y_node = w_node ** 4
y_weight = 4 * w_node ** 3 * w_weight
x_node = 1 - y_node


def kernel(r):
    r = np.atleast_1d(r)[:, None]
    f = x_node**2 * y_node * r / (r * x_node**2 + y_node)
    return f @ y_weight


def beta_cubed(t):
    return (-np.expm1(-t)) ** 1.5


def form_factor_sq(t, u_rho, gamma):
    ratio = u_rho * np.exp(t)
    return 1 / ((1 - ratio)**2 + (gamma * ratio * beta_cubed(t))**2)


def energy_grid(u_rho, gamma):
    t_rho = -np.log(u_rho)
    edges = {0.0, 1.0, 3.0, 8.0, 20.0, 45.0, t_rho}
    step = gamma
    while step < 3:
        edges.update([t_rho - step, t_rho + step])
        step *= 3
    return panel_grid(sorted(e for e in edges if 0 <= e <= 45))


def moment_dispersive(mass_ratio, t, weight, ff_sq=1.0):
    r = mass_ratio**2 / 4 * np.exp(-t)
    return loop2 / 12 * np.sum(weight * beta_cubed(t) * ff_sq * kernel(r))


z_node, z_weight = gauss(0.0, 1.0, 140)


def polarization(q2):
    """Subtracted pointlike-pion polarization at k^2 = -q2, with M = 1."""
    arg = np.atleast_1d(q2)[:, None] * z_node * (1 - z_node)
    return alpha / (4 * np.pi) * (np.log1p(arg) @ (z_weight * (1 - 2*z_node)**2))


def moment_spacelike(mass_ratio, factor=lambda q2: 1.0):
    q2 = mass_ratio**2 * x_node**2 / y_node
    return alpha / np.pi * np.sum(y_weight * y_node * polarization(q2) * factor(q2))


# --- Test: massive-photon vertex from explicit Dirac matrices (m = 1) ---
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
dirac = [np.kron(pauli[2], np.eye(2))] + [np.kron(1j * pauli[1], s) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])
one = np.eye(4)


def slash(v):
    return sum(metric[i] * v[i] * dirac[i] for i in range(4))


def dot(a, b):
    return np.sum(metric * a * b)


def on_shell(v):
    v = np.array(v)
    return np.concatenate([[np.sqrt(1 + v @ v)], v])


p_in, p_out = on_shell([0.3, -0.2, 0.5]), on_shell([-0.4, 0.6, 0.1])
q = p_out - p_in
left, right = slash(p_out) + one, slash(p_in) + one
for fx, fy in [(0.2, 0.5), (0.15, 0.25)]:
    fz = 1 - fx - fy
    numerator = np.zeros((4, 4, 4), complex)
    for yy in (fx, fy):
        k = fz * p_in - yy * q
        for mu in range(4):
            core = (slash(k + q) + one) @ dirac[mu] @ (slash(k) + one)
            numerator[mu] += 0.5 * left @ sum(
                metric[n] * dirac[n] @ core @ dirac[n] for n in range(4)) @ right
    basis = np.stack([
        np.array([left @ dirac[mu] @ right for mu in range(4)]).ravel(),
        np.array([(p_in + p_out)[mu] * left @ right for mu in range(4)]).ravel()], 1)
    coef = np.linalg.lstsq(basis, numerator.ravel(), rcond=None)[0]
    assert np.allclose(basis @ coef, numerator.ravel(), atol=1e-10)
    assert abs(coef[1] - 2 * fz * (1 - fz)) < 1e-10
    k, s_photon = fz * p_in - fy * q, 3.7
    combined = (fx * (dot(k, k) - 1) + fy * (dot(k + q, k + q) - 1)
                + fz * (dot(k - p_in, k - p_in) - s_photon))
    delta = (1 - fz)**2 + fz * s_photon - fx * fy * dot(q, q)
    assert abs(combined + delta) < 1e-10
# Terms quadratic in the shifted loop momentum only feed the gamma^mu structure.
for mu in range(4):
    contracted = sum(metric[a] * metric[n] * dirac[n] @ dirac[a] @ dirac[mu]
                     @ dirac[a] @ dirac[n] for a in range(4) for n in range(4))
    assert np.allclose(contracted, 4 * dirac[mu])

# --- Test: polarization from the subtracted Euclidean loop integral (M = 1) ---
v_node, v_weight = gauss(0.0, 1.0, 90)
k_abs = (v_node / (1 - v_node))[:, None]
k_weight = v_weight / (1 - v_node)**2
theta = (np.arange(200) + 0.5) * np.pi / 200
cos2 = np.cos(theta)[None, :]**2
for q2 in (0.8, 10.0):
    A = k_abs**2 + 1
    product = (A + q2 / 4)**2 - k_abs**2 * q2 * cos2
    subtracted = (1 / product - 1 / A**2 + q2 / (2 * A**3)
                  - k_abs**2 * q2 * cos2 / A**4)
    angular = (subtracted * np.sin(theta)**4).sum(axis=1) * np.pi / 200
    loop = (4 / 3) * 4 * np.pi / (2*np.pi)**4 * np.sum(
        k_weight * k_abs[:, 0]**5 * angular)
    direct = 4 * np.pi * alpha * loop / q2
    assert abs(direct / polarization(q2)[0] - 1) < 1e-5

# --- Test: dispersive and spacelike roads agree; heavy limit and correction ---
M_pi, M_rho, width = 140.0, 770.0, 150.0
ratio_mu = m_mu / M_pi
u_rho = 4 * M_pi**2 / M_rho**2
beta3_rho = (1 - u_rho)**1.5
gamma = width / M_rho / beta3_rho
t, wt = energy_grid(u_rho, gamma)
a_point = moment_dispersive(ratio_mu, t, wt)
assert abs(a_point / moment_spacelike(ratio_mu) - 1) < 1e-6


def heavy_limit(x):
    return loop2 * x**2 / 360


def next_factor(x):
    return 1 - 3 / 14 * x**2 * (np.log(1 / x**2) + 113 / 420)


r_small = 1e-4
assert abs((kernel(r_small)[0] - r_small/3) / r_small**2
           - (25/12 + np.log(r_small))) < 0.01
for x in (1/20, 1/50):
    computed = moment_spacelike(x) / heavy_limit(x)
    assert computed < 1
    assert abs((1 - computed) / (1 - next_factor(x)) - 1) < 0.03
assert a_point < heavy_limit(ratio_mu)

# --- Test: eliminating the rho gives |F|^2 times the pion cut ---
rng = np.random.default_rng(4)
for _ in range(20):
    s, mass2, g, e = rng.uniform(0.5, 3.0, 4)
    A = rng.normal() + 1j * rng.uniform(0.1, 1.0)
    mixing = -(e * s / g + e * g * A)
    propagator = np.linalg.inv(np.array([[-s - e*e*A, mixing],
                                         [mixing, mass2 - s - g*g*A]]))
    F = (e + g * propagator[1, 0] / propagator[0, 0]) / e
    self_energy = -s - 1 / propagator[0, 0]
    assert abs(F - mass2 / (mass2 - s - g*g*A)) < 1e-9 * (1 + abs(F))
    assert abs(self_energy.imag - e*e*abs(F)**2*A.imag) < 1e-8 * (1 + abs(self_energy))


# --- Rho multiplier in the heavy limit, and its two limits ---
def excess(u, gam):
    tt, ww = energy_grid(u, gam)
    return 2.5 * np.sum(ww * np.exp(-tt) * beta_cubed(tt)
                        * (form_factor_sq(tt, u, gam) - 1))


E_heavy = 1 + excess(u_rho, gamma)
E_narrow = 2.5 * np.pi * M_rho / width * u_rho * beta3_rho
tiny = 1e-4
pole = 2.5 * np.pi * u_rho * beta3_rho / tiny
assert abs((1 + excess(u_rho, tiny / beta3_rho)) / pole - 1) < 2e-3
log_step = excess(1e-6, 0.2) / 1e-6 - excess(1e-4, 0.2) / 1e-4
assert abs(log_step - 5 * np.log(100)) < 0.05
assert abs(excess(1e-6, 0.2)) < 1e-3

# --- Physical muon mass with the rho form factor ---
ff_sq = form_factor_sq(t, u_rho, gamma)
a_rho = moment_dispersive(ratio_mu, t, wt, ff_sq)
E_full = a_rho / a_point
# The m -> 0 multiplier must emerge from the full dispersion integral.
light = 1e-3
E_light = (moment_dispersive(light, t, wt, ff_sq)
           / moment_dispersive(light, t, wt))
assert abs(E_light / E_heavy - 1) < 1e-4
low, high = M_rho - width, M_rho + width
tw, ww = panel_grid(np.linspace(2*np.log(low/(2*M_pi)), 2*np.log(high/(2*M_pi)), 7))
share = moment_dispersive(ratio_mu, tw, ww, form_factor_sq(tw, u_rho, gamma)) / a_rho


def wrong_factor(q2):
    return (1 + q2 * (M_pi / M_rho)**2) ** -2


E_wrong = moment_spacelike(ratio_mu, wrong_factor) / moment_spacelike(ratio_mu)
E_wrong_light = moment_spacelike(light, wrong_factor) / moment_spacelike(light)
assert E_wrong < 1 < E_full
assert abs(E_wrong_light - 1) < 1e-4

print(f"muon mass m = {m_mu:.4f} MeV")
print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"pion mass M (chosen) = {M_pi:.1f} MeV")
print(f"rho mass M_rho (chosen) = {M_rho:.1f} MeV")
print(f"rho width Gamma (chosen) = {width:.1f} MeV")
print(f"(alpha/pi)^2 = {loop2:.5e} (dimensionless)")
print(f"(m/M)^2 = {ratio_mu**2:.5f} (dimensionless)")
print(f"heavy-limit moment = {heavy_limit(ratio_mu):.4e} (dimensionless)")
print(f"first-correction factor = {next_factor(ratio_mu):.4f} (dimensionless)")
print(f"full pointlike moment a_pt = {a_point:.4e} (dimensionless)")
print(f"a_pt / heavy limit = {a_point/heavy_limit(ratio_mu):.4f} (dimensionless)")
print(f"u_rho = 4M^2/M_rho^2 = {u_rho:.5f} (dimensionless)")
print(f"beta_rho^3 = {beta3_rho:.5f} (dimensionless)")
print(f"gamma = {gamma:.5f} (dimensionless)")
print(f"|F|^2 at threshold = {(1-u_rho)**-2:.4f} (dimensionless)")
print(f"|F|^2 at s = M_rho^2 = {(M_rho/width)**2:.3f} (dimensionless)")
print(f"multiplier E0 for m -> 0 = {E_heavy:.4f} (dimensionless)")
print(f"narrow-rho estimate of E0 = {E_narrow:.4f} (dimensionless)")
print(f"multiplier at physical m = {E_full:.4f} (dimensionless)")
print(f"moment with rho form factor = {a_rho:.4e} (dimensionless)")
print(f"heavy limit times E0 = {heavy_limit(ratio_mu)*E_heavy:.4e} (dimensionless)")
print(f"resonance window = {low:.0f} to {high:.0f} MeV")
print(f"share of moment from window = {100*share:.2f} percent")
print(f"wrong spacelike F^2 factor = {E_wrong:.4f} (dimensionless)")
print("verified")
```

Printed output:

```
muon mass m = 105.6584 MeV
fine-structure constant alpha = 0.007297353 (dimensionless)
pion mass M (chosen) = 140.0 MeV
rho mass M_rho (chosen) = 770.0 MeV
rho width Gamma (chosen) = 150.0 MeV
(alpha/pi)^2 = 5.39549e-06 (dimensionless)
(m/M)^2 = 0.56958 (dimensionless)
heavy-limit moment = 8.5365e-09 (dimensionless)
first-correction factor = 0.8985 (dimensionless)
full pointlike moment a_pt = 7.0386e-09 (dimensionless)
a_pt / heavy limit = 0.8245 (dimensionless)
u_rho = 4M^2/M_rho^2 = 0.13223 (dimensionless)
beta_rho^3 = 0.80836 (dimensionless)
gamma = 0.24099 (dimensionless)
|F|^2 at threshold = 1.3280 (dimensionless)
|F|^2 at s = M_rho^2 = 26.351 (dimensionless)
multiplier E0 for m -> 0 = 5.0726 (dimensionless)
narrow-rho estimate of E0 = 4.3095 (dimensionless)
multiplier at physical m = 5.1920 (dimensionless)
moment with rho form factor = 3.6545e-08 (dimensionless)
heavy limit times E0 = 4.3302e-08 (dimensionless)
resonance window = 620 to 920 MeV
share of moment from window = 68.45 percent
wrong spacelike F^2 factor = 0.8526 (dimensionless)
verified
```
